\section*{Critical thickness of a competing layer that suppresses an interface-limited intermetallic}

\section{Two starting thicknesses, two fates}

Two compound layers, $\beta$ and $\gamma$, lie between pure A and pure B. In the model parametrized below, a $\gamma$ layer 50 nm thick beside 20 nm of $\beta$ is consumed in about 1230 s. If the $\gamma$ layer is instead 150 nm thick at the start, it shrinks to about 69 nm and then grows again. No material parameter differs between the two runs.

The explanation is a critical thickness $x^*$, which belongs to the competing layer $\beta$, not to the suppressed layer $\gamma$. While $\beta$ is thinner than $x^*$, its flux exceeds what the slow interfaces of $\gamma$ can supply by more than a factor $r_2>1$ fixed by the compositions, and $\gamma$ is consumed. This is the Gösele--Tu criterion. It is derived here with its composition factors and put into a form suited to a growth code.

\section{Stack, frame and sign convention}

The planar stack is $\alpha\,|\,\beta\,|\,\gamma\,|\,\delta$ from left to right, with atomic fractions of B $c_\alpha<c_\beta<c_\gamma<c_\delta$. The gaps between neighbours are
\begin{equation}
\Delta_1=c_\beta-c_\alpha,\quad
\Delta_2=c_\gamma-c_\beta,\quad
\Delta_3=c_\delta-c_\gamma .
\end{equation}
The end phases are saturated, thick and free of flux.

Position is measured by $m$, the number of atoms per unit area counted from a fixed plane deep in $\alpha$. In this number-fixed frame every B atom moving left is balanced by an A atom moving right. Let $J_i>0$ be the flux of B to the left in layer $i$. If $V_i$ is the volume per atom, a layer with $n_i$ atoms per area has thickness $x_i=V_in_i$. The two compounds may have different atomic volumes.

Each compound exists over a narrow composition range of width $w_i$, centred on $c_i$. The derivation assumes $w_i\ll\Delta_1,\Delta_2,\Delta_3$. Two simplifications follow to leading order. First, the interface balances may use $c_i$ in place of the local boundary composition. Second, the flux is nearly uniform across a layer. To see this, note that interfaces move at speeds of order $J/\Delta$, where $\Delta$ is a typical gap. Shifting a composition profile of height $w$ at that speed stores or releases B at a rate of order $wJ/\Delta$, which is small compared with $J$. If the two fluxes are very unequal, the larger one sets the speed of the shared interface. For the layer with the smaller flux, it is then sufficient that $w/\Delta$ be small even compared with the ratio of the smaller flux to the larger. A layer much thinner than its length $D/K$, defined below, needs less, because the composition difference across it is then well below $w$.

\section{Growth law from counting atoms}

Let the interfaces $\alpha/\beta$, $\beta/\gamma$ and $\gamma/\delta$ lie at $m_1$, $m_2$ and $m_3$. When $m_1$ moves left, $\alpha$ turns into $\beta$, and each converted atom site requires $\Delta_1$ more B. The supply is $J_\beta$ from the right, and nothing leaves into $\alpha$. At $m_2$, B arrives at rate $J_\gamma$ and leaves at rate $J_\beta$. At $m_3$, nothing arrives and $J_\gamma$ leaves. Hence
\begin{align}
-\Delta_1\dot m_1&=J_\beta, &
-\Delta_2\dot m_2&=J_\gamma-J_\beta, &
-\Delta_3\dot m_3&=-J_\gamma .
\end{align}
Since $n_\beta=m_2-m_1$ and $n_\gamma=m_3-m_2$, subtraction gives
\begin{align}
\dot n_\beta&=\frac{J_\beta-J_\gamma}{\Delta_2}+\frac{J_\beta}{\Delta_1}
=\left(\frac1{\Delta_1}+\frac1{\Delta_2}\right)J_\beta-\frac{J_\gamma}{\Delta_2},
\label{eq:nb}\\
\dot n_\gamma&=\frac{J_\gamma}{\Delta_3}-\frac{J_\beta-J_\gamma}{\Delta_2}
=\left(\frac1{\Delta_2}+\frac1{\Delta_3}\right)J_\gamma-\frac{J_\beta}{\Delta_2}.
\label{eq:ng}
\end{align}
Each layer grows by its own flux and is consumed by its neighbour's flux.

Multiply \eqref{eq:ng} by $\Delta_2$. The condition $\dot n_\gamma>0$ becomes $J_\gamma(\Delta_3+\Delta_2)/\Delta_3>J_\beta$. The same step in \eqref{eq:nb} gives $J_\beta(\Delta_2+\Delta_1)/\Delta_1>J_\gamma$ for $\dot n_\beta>0$. Therefore
\begin{align}
\gamma\text{ grows if }\frac{J_\beta}{J_\gamma}<r_2,
\qquad r_2&=\frac{\Delta_2+\Delta_3}{\Delta_3}
=\frac{c_\delta-c_\beta}{c_\delta-c_\gamma},\label{eq:r2}\\
\beta\text{ grows if }\frac{J_\beta}{J_\gamma}>r_1,
\qquad r_1&=\frac{\Delta_1}{\Delta_1+\Delta_2}
=\frac{c_\beta-c_\alpha}{c_\gamma-c_\alpha}.\label{eq:r1}
\end{align}
Because $r_1<1<r_2$, the two layers cannot shrink together. Between the limits both grow. A flux $J_\beta$ slightly larger than $J_\gamma$ does not yet stop $\gamma$; the ratio has to exceed $r_2$.

\section{Flux through a layer with slow interfaces}

Let $c_L$ and $c_R$ be the compositions just inside the left and right faces of layer $i$. In equilibrium with its left neighbour the layer would have its B-poor limit $c_i-w_i/2$ there. Arriving B raises $c_L$ above this value, and the excess drives the reaction. At the right face the layer is depleted below its B-rich limit $c_i+w_i/2$. With linear reaction constants $k_L$ and $k_R$, which have the unit of velocity, and interdiffusion coefficient $D_i$,
\begin{align}
V_iJ_i&=k_L\left[c_L-\left(c_i-\tfrac12w_i\right)\right],\\
V_iJ_i&=\frac{D_i}{x_i}\,(c_R-c_L),\\
V_iJ_i&=k_R\left[\left(c_i+\tfrac12w_i\right)-c_R\right].
\end{align}
Divide each line by its coefficient and add the three. The unknowns $c_L$ and $c_R$ cancel, leaving
\begin{equation}
V_iJ_i\left(\frac1{k_L}+\frac{x_i}{D_i}+\frac1{k_R}\right)=w_i .
\end{equation}
With $1/K_i=1/k_L+1/k_R$ this is
\begin{equation}
J_i=\frac{W_i}{1+x_iK_i/D_i},\qquad W_i=\frac{w_iK_i}{V_i}.
\label{eq:flux}
\end{equation}
The length $D_i/K_i$ separates two regimes. A much thinner layer is interface-limited and carries nearly $W_i$. A much thicker one is diffusion-limited and carries nearly $w_iD_i/(V_ix_i)$.

The bound $J_i\le W_i$ is what makes suppression possible. Under pure diffusion control the flux through a vanishing $\gamma$ layer would diverge, and by \eqref{eq:r2} a sufficiently thin layer would grow beside any $\beta$ layer of finite flux. Finite reaction constants remove this protection if $W_\beta>r_2W_\gamma$, as the next section shows.

\section{The critical thickness}

The boundary between shrinkage and growth of $\gamma$ is $J_\beta=r_2J_\gamma$. Inserting \eqref{eq:flux} gives
\begin{equation}
\frac{W_\beta}{1+x_\beta K_\beta/D_\beta}
=\frac{r_2W_\gamma}{1+x_\gamma K_\gamma/D_\gamma}.
\end{equation}
Take the reciprocal of both sides, multiply by $W_\beta$, subtract one and multiply by $D_\beta/K_\beta$. The threshold value of $x_\beta$ is then
\begin{equation}
X(x_\gamma)=\frac{D_\beta}{K_\beta}
\left[\frac{W_\beta}{r_2W_\gamma}
\left(1+\frac{x_\gamma K_\gamma}{D_\gamma}\right)-1\right].
\label{eq:line}
\end{equation}
Since $J_\beta$ falls as $\beta$ thickens, $\gamma$ shrinks for $x_\beta<X$ and grows for $x_\beta>X$. The line rises with $x_\gamma$, and its lowest value is the critical thickness
\begin{equation}
\boxed{\;x^*=X(0)=\frac{D_\beta}{K_\beta}
\left(\frac{W_\beta}{r_2W_\gamma}-1\right)\;}
\label{eq:xstar}
\end{equation}
For $x_\beta<x^*$ the layer $\gamma$ shrinks whatever its thickness, because $J_\beta>r_2W_\gamma\ge r_2J_\gamma$. For $x_\beta>x^*$ a sufficiently thin $\gamma$ layer grows.

A positive $x^*$ requires $W_\beta>r_2W_\gamma$. If $W_\beta\le r_2W_\gamma$, a thin $\gamma$ layer can grow beside $\beta$ of any positive thickness. With $r_2=4/3$, for example, a competitor with $W_\beta=1.2\,W_\gamma$ does not suppress $\gamma$.

\subsection{Fast interfaces on the competing layer}

Writing out $W_\beta$ and $W_\gamma$ in \eqref{eq:xstar} cancels $K_\beta$ from the first term:
\begin{equation}
x^*=\frac{V_\gamma}{V_\beta}\,\frac{w_\beta D_\beta}{r_2\,w_\gamma K_\gamma}
-\frac{D_\beta}{K_\beta}.
\label{eq:fast}
\end{equation}
When $K_\beta$ is large the last term drops out. The critical thickness is then set by the diffusive supply through $\beta$ and the reaction rate of $\gamma$. Slow $\beta$ interfaces shorten $x^*$, since they weaken the competitor. Equation \eqref{eq:fast} also shows which data are needed besides the compositions and the ratio of atomic volumes: the products $w_\beta D_\beta$, $w_\beta K_\beta$ and $w_\gamma K_\gamma$ suffice, because $D_\beta/K_\beta$ is the ratio of the first two. The narrow ranges need not be known separately.

\subsection{The opposite case}

Suppression can also act on $\beta$. A vanishing $\beta$ layer carries $W_\beta$ and grows only if $W_\beta>r_1J_\gamma$. Solving $W_\beta=r_1W_\gamma/(1+x_\gamma K_\gamma/D_\gamma)$ for $x_\gamma$ gives the critical thickness of $\gamma$,
\begin{equation}
x_\gamma^*=\frac{D_\gamma}{K_\gamma}\left(\frac{r_1W_\gamma}{W_\beta}-1\right),
\end{equation}
which is positive if $W_\beta<r_1W_\gamma$. As $r_1<r_2$, this condition and $W_\beta>r_2W_\gamma$ exclude each other, so at most one of the two compounds has a suppressing partner.

\section{Shrinking, vanishing and recovery}

That $\gamma$ shrinks does not mean that it must vanish, since $\beta$ thickens meanwhile. Below the threshold line $J_\gamma<J_\beta/r_2$. Inserting this bound in \eqref{eq:nb} gives
\begin{equation}
\dot n_\beta>J_\beta\left[\frac1{\Delta_1}+\frac1{\Delta_2}
-\frac{\Delta_3}{\Delta_2(\Delta_2+\Delta_3)}\right]=SJ_\beta,
\qquad S=\frac1{\Delta_1}+\frac1{\Delta_2+\Delta_3},
\label{eq:S}
\end{equation}
where the last two terms in the bracket combine to $[(\Delta_2+\Delta_3)-\Delta_3]/[\Delta_2(\Delta_2+\Delta_3)]=1/(\Delta_2+\Delta_3)$. Thus $\beta$ grows at a finite rate, while $X(x_\gamma)$ falls as $x_\gamma$ shrinks. In finite time either $\gamma$ vanishes or the state reaches the line.

On the line $\dot x_\gamma=0$ and $\dot x_\beta>0$, so the difference $x_\beta-X(x_\gamma)$ increases there. The line can be crossed in one direction only, and once $\gamma$ has begun to grow it continues to do so within this model. The minimum of $x_\gamma$ lies on the line.

Nor does $\beta$ start to shrink later. At $J_\beta=r_1J_\gamma$ it would be stationary while $\gamma$ grew; $J_\gamma$ would then fall and the flux ratio would rise again. After the crossing the ratio therefore stays between $r_1$ and $r_2$, and both layers grow. Their total obeys $\dot n_\beta+\dot n_\gamma=J_\beta/\Delta_1+J_\gamma/\Delta_3>0$ and increases without limit. Since the flux ratio is bounded, both layers become thick and finally diffusion-limited.

In that late regime $J_i=P_i/n_i$ with $P_i=w_iD_i/V_i^2$. Let $q=n_\beta/n_\gamma$ and $p=P_\beta/P_\gamma$, so that $J_\beta/J_\gamma=p/q$. From \eqref{eq:nb} and \eqref{eq:ng},
\begin{align}
n_\gamma\dot q&=\dot n_\beta-q\,\dot n_\gamma\nonumber\\
&=-\frac{J_\gamma}{q}\left[
\left(\frac1{\Delta_2}+\frac1{\Delta_3}\right)q^2
+\frac{1-p}{\Delta_2}\,q
-\left(\frac1{\Delta_1}+\frac1{\Delta_2}\right)p\right].
\end{align}
The bracket is negative at $q=0$ and has one positive root. Below the root $q$ rises, and above it $q$ falls, so the layers approach this fixed ratio. As long as both end phases last and a vanished layer can nucleate again, suppression is thus a transient of interface kinetics; it does not show that $\gamma$ is unstable.

\section{Waiting time}

If $\gamma$ is absent, $\beta$ touches $\delta$ directly. The gap at its right face is $\Delta_2+\Delta_3$, and the counting used above gives $\dot n_\beta=SJ_\beta$ with $S$ from \eqref{eq:S}. Suppose that $w_\beta$ and the reaction constants have the same values as in contact with $\gamma$. This is an additional assumption: the $\beta/\delta$ interface is a different interface, and the metastable composition limit of $\beta$ there may differ. Then
\begin{equation}
\left(1+\frac{K_\beta x_\beta}{D_\beta}\right)\dot x_\beta=V_\beta W_\beta S .
\end{equation}
Integration from $x_\beta=0$ to $x^*$ gives
\begin{equation}
t^*=\frac{x^*+K_\beta x^{*2}/(2D_\beta)}{V_\beta W_\beta S}.
\label{eq:time}
\end{equation}
If the two contacts differ, the $\beta/\delta$ values belong in \eqref{eq:time}, while $x^*$ itself keeps the $\beta/\gamma$ values, because it tests a thin $\gamma$ layer that is already present.

\section{Worked example}

The parameters are round model values and represent no particular material. The end phases are pure A and pure B, $\beta$ is A$_2$B and $\gamma$ is AB. Thus $c_\beta=1/3$, $c_\gamma=1/2$, and
\begin{equation}
r_2=\frac{1-1/3}{1-1/2}=\frac43,\qquad r_1=\frac{1/3}{1/2}=\frac23 .
\end{equation}
Both compounds have $w=0.010$ and $D=100$ nm$^2$/s. The reaction constants $(k_L,k_R)$ are $(15,30)$ nm/s for $\beta$ and $(0.75,1.5)$ nm/s for $\gamma$, so $K_\beta=10$ nm/s and $K_\gamma=0.50$ nm/s. The atomic volumes are $V_\beta=0.011$ nm$^3$ and $V_\gamma=0.012$ nm$^3$. The limiting fluxes, in atoms per nm$^2$ and second, are
\begin{equation}
W_\beta=\frac{0.010\times10}{0.011}=9.09,\qquad
W_\gamma=\frac{0.010\times0.50}{0.012}=0.417 .
\end{equation}
Their ratio is 21.82, far above $r_2$. With $D_\beta/K_\beta=10$ nm,
\begin{equation}
x^*=10\ \mathrm{nm}\left(\frac{21.82}{4/3}-1\right)\approx154\ \mathrm{nm}.
\end{equation}
The fast-interface limit would give 164 nm. At $x^*$ the flux through $\beta$ has fallen to 0.556 atoms/(nm$^2$ s), which is $r_2W_\gamma$.

For the waiting time, $S=3+1.5=4.5$ and $V_\beta W_\beta=0.10$ nm/s, so
\begin{equation}
t^*=\frac{153.6+153.6^2/20}{0.45}\ \mathrm{s}\approx2960\ \mathrm{s}\approx49\ \mathrm{min}.
\end{equation}
The quadratic term dominates: $\beta$ is mostly diffusion-limited by the time it releases $\gamma$.

The growth rate of a vanishingly thin $\gamma$ layer follows from \eqref{eq:ng} with $J_\gamma=W_\gamma$:
\begin{center}
\begin{tabular}{cc}
$x_\beta$ (nm) & $\dot x_\gamma$ (nm/s)\\
50 & $-0.0691$\\
100 & $-0.0195$\\
150 & $-0.0009$\\
200 & $+0.0088$\\
300 & $+0.0189$
\end{tabular}
\end{center}
At 50 nm, for instance, $J_\beta=9.09/6=1.515$ atoms/(nm$^2$ s), and $\dot x_\gamma=0.012\,(8\times0.417-6\times1.515)=-0.069$ nm/s. The rate is small near $x^*$, so an observed onset of growth may appear later than the crossing itself.

The two opening histories come from integrating \eqref{eq:nb}, \eqref{eq:ng} and \eqref{eq:flux} with an adaptive Runge--Kutta method. The 50 nm layer vanishes when $\beta$ is 120 nm thick. This is below $x^*$, so a new thin $\gamma$ layer could not grow at once. The 150 nm layer reaches its minimum of 68.7 nm after about 4020 s, when $\beta$ is 209.8 nm thick. The slope of the threshold line is 0.818, and indeed $153.6+0.818\times68.7\approx209.8$ nm. The thick layer survives because it lasts until $\beta$ has reached the line.

The error of the narrow-range approximation at the turning point can be measured by solving the time-dependent diffusion equation in both layers. Here this was done with 20 finite volumes per layer, moving boundaries, the linear reaction laws and local boundary compositions in the interface balances; a stiff multistep method advanced the time. For $w=0.010$ the minimum of $\gamma$ occurs at $x_\beta=210.5$ nm, 0.59\% above the value of \eqref{eq:line} at the same $x_\gamma$. For $w=0.001$ in both compounds the deviation is 0.06\%. This tenfold fall agrees with an error of first order in $w/\Delta$. Other results of the example shift as well in the time-dependent problem with $w=0.010$: the minimum of $\gamma$ is 68.0 nm instead of 68.7 nm, $x^*$ is 154.3 nm instead of 153.6 nm, and the 50 nm layer vanishes about 2\% earlier, near 1200 s. At the start of the 150 nm run the flux ratio $J_\gamma/J_\beta=0.079$ is barely above $w/\Delta_2=0.06$, and the flux in $\gamma$ differs between its two faces by up to 6\% during that run.

\section{Use in a growth code}

\begin{enumerate}
\item Compute $r_2$, $W_\beta$ and $W_\gamma$. If $W_\beta\le r_2W_\gamma$, $\beta$ cannot make $\gamma$ vanish while $\delta$ lasts, although a thick $\gamma$ layer may shrink for a time.
\item While both layers exist, advance $n_\beta$ and $n_\gamma$ with \eqref{eq:nb}, \eqref{eq:ng} and \eqref{eq:flux}, and convert to thickness with $x_i=V_in_i$. The flux is finite at $x_i=0$, so no artificial minimum thickness is needed.
\item Stop when either thickness reaches zero. A step beyond this event would give a negative thickness. If $\gamma$ has vanished, continue with $\dot n_\beta=SJ_\beta$ and the $\beta/\delta$ parameters. If $\beta$ has vanished, $\gamma$ touches $\alpha$; continue with $\dot n_\gamma=[1/(\Delta_1+\Delta_2)+1/\Delta_3]J_\gamma$ and the $\alpha/\gamma$ parameters.
\item Admit a thin $\gamma$ layer again when $x_\beta>x^*$, or a thin $\beta$ layer when $x_\gamma>x_\gamma^*$.
\end{enumerate}

The last step gives permission to grow, not a nucleation rate. A nucleation barrier can delay $\gamma$ beyond $x^*$. Stress, grain-boundary short circuits and non-planar growth also lie outside the model, and the linear flux law is an extrapolation for a layer of only a few atomic planes.

A finite film changes the outcome as well. If $\alpha$ is used up before $x_\beta$ reaches $x^*$, $\beta$ can no longer pass B on. After its composition has adjusted, $J_\beta=0$, and \eqref{eq:ng} gives
\begin{equation}
\dot n_\gamma=\left(\frac1{\Delta_2}+\frac1{\Delta_3}\right)J_\gamma>0 .
\end{equation}
Then $\gamma$ can grow at the expense of $\beta$ at any thickness of $\beta$. If $\delta$ is used up first, the roles are reversed. After the composition of $\gamma$ has adjusted, $J_\gamma=0$ and the interface $m_3$ no longer moves, so $\dot n_\gamma=-J_\beta/\Delta_2<0$. While $\alpha$ lasts, $\beta$ then consumes $\gamma$ even if $x_\beta>x^*$. A code for thin films therefore has to track the remaining amounts of both $\alpha$ and $\delta$ and test for their exhaustion as well as for $x_\beta>x^*$.
